**The iso-orbital indicator of silicon with and without its core**

The program compares $\alpha=(\tau-\tau_W)/\tau_u$ for all-electron and Troullier–Martins pseudo silicon atoms, where $\tau$ is the kinetic energy density, $\tau_W=|\nabla n|^2/(8n)$, and $\tau_u$ is the uniform-gas value at density $n$. The orbitals come from a spherical, spin-unpolarized LDA atom. It asserts that the radial formula for $\alpha$ agrees with Cartesian gradients of the orbitals, that the core–valence decomposition holds, and that the nuclear and tail limits are reached. It also asserts that the pseudopotentials return the valence eigenvalues and that the written-out SCAN exchange factor agrees with libxc. At the nucleus $\alpha$ is 0.0074 with the core and 19.9 without it; the curves agree within 1% beyond 2.74 bohr. Keeping core density without core kinetic energy density drives $\alpha$ down to −2.73. Keeping both makes it positive at all sampled radii, with a largest relative error of 29% left by the smoothed valence orbitals.

## Check in Python

```python
# Result under test: how the iso-orbital indicator
#     alpha = (tau - tau_W) / tau_unif
# of a silicon atom changes when core density and core kinetic energy density
# are dropped, and why the two must be kept or dropped together.
#   n: density, tau = 1/2 sum f |grad psi|^2, tau_W = |grad n|^2/(8 n),
#   tau_unif = 0.3 (3 pi^2)^(2/3) n^(5/3), Pauli part = tau - tau_W.
#   R(r): radial orbital, u = r R, f: occupation, l: angular momentum.
# Orbitals: nonrelativistic spherical spin-unpolarized LDA, Hartree units.
# Pseudo-orbitals: Troullier-Martins, R = r^l exp(p(r)) inside r_match.
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.chebyshev import chebvander, chebval
from scipy.integrate import trapezoid
from scipy.optimize import brentq
from scipy import constants
from pyscf.dft import libxc

Z = 14
R_MATCH = 1.9
C_UNIF = 0.3 * (3 * np.pi**2) ** (2 / 3)
FOUR_PI = 4 * np.pi

# ---- Chebyshev grid mapped to 0..R_MAX, derivative matrices, quadrature ----
N_GRID, R_MAX, MAP_A = 120, 30.0, 1.0
MAP_B = 1 + 2 * MAP_A / R_MAX
x = -np.cos(np.pi * np.arange(N_GRID + 1) / N_GRID)
edge = np.ones(N_GRID + 1)
edge[[0, -1]] = 2
edge *= (-1.0) ** np.arange(N_GRID + 1)
DX = np.outer(edge, 1 / edge) / (x[:, None] - x[None, :] + np.eye(N_GRID + 1))
DX -= np.diag(DX.sum(axis=1))
r = MAP_A * (1 + x) / (MAP_B - x)
drdx = MAP_A * (MAP_B + 1) / (MAP_B - x) ** 2
D1 = DX / drdx[:, None]
D2 = D1 @ D1
vander = chebvander(x, N_GRID)
to_series = np.linalg.inv(vander)
moments = np.array([2 / (1 - k * k) if k % 2 == 0 else 0.0
                    for k in range(N_GRID + 1)])
weight = np.linalg.solve(vander.T, moments) * drdx
ri = r[1:-1]


def solve_radial(potential, l, count):
    """Lowest eigenpairs of the radial equation, u = 0 at both ends."""
    ham = -0.5 * D2[1:-1, 1:-1] + np.diag(potential + l * (l + 1) / (2 * ri**2))
    values, vectors = np.linalg.eig(ham)
    result = []
    for k in np.argsort(values.real)[:count]:
        u = np.zeros(N_GRID + 1)
        u[1:-1] = vectors[:, k].real
        u *= np.sign(u[np.argmax(abs(u))]) / np.sqrt(weight @ u**2)
        result.append((values[k].real, u))
    return result


def lda_atom(xc):
    """Self-consistent atom: {(n, l): (occupation, energy, u)}, potential."""
    occupation = {(1, 0): 2, (2, 0): 2, (3, 0): 2, (2, 1): 6, (3, 1): 2}
    potential = -(1 + (Z - 1) * np.exp(-1.2 * ri)) / ri
    old = np.zeros(5)
    for cycle in range(70):
        states = {}
        for l, count in ((0, 3), (1, 2)):
            for k, (energy, u) in enumerate(solve_radial(potential, l, count)):
                key = (k + l + 1, l)
                states[key] = (occupation[key], energy, u)
        energies = np.array([s[1] for s in states.values()])
        change = abs(energies - old).max()
        old = energies
        if cycle == 69:
            break
        charge = sum(f * u**2 for f, e, u in states.values())[1:-1]
        rhs = -charge / ri - D2[1:-1, -1] * Z
        hartree = np.linalg.solve(D2[1:-1, 1:-1], rhs) / ri
        vxc = libxc.eval_xc(xc, charge / (FOUR_PI * ri**2))[1][0]
        potential = 0.6 * potential + 0.4 * (-Z / ri + hartree + vxc)
    assert change < 1e-6
    return states, potential


def orbital(u):
    """Callable r -> (R, dR/dr) from grid values of u."""
    series_u, series_du = to_series @ u, to_series @ (D1 @ u)

    def evaluate(q):
        xq = (MAP_B * q - MAP_A) / (q + MAP_A)
        radial = chebval(xq, series_u) / q
        return radial, (chebval(xq, series_du) - radial) / q
    return evaluate


def pseudize(l, energy, true_orbital, potential, rc):
    """Norm-conserving orbital, screened potential on grid, value of p(0)."""
    near = np.argsort(abs(ri - rc))[:11]
    taylor = np.polyfit(ri[near] - rc, potential[near], 10)[::-1]
    v0, v1, v2 = taylor[0], taylor[1], 2 * taylor[2]
    radial, slope = true_orbital(rc)
    m = l + 1
    p0 = np.log(radial / rc**l)
    p1 = slope / radial - l / rc
    p2 = 2 * (v0 - energy) - 2 * m * p1 / rc - p1**2
    p3 = 2 * v1 + 2 * m * p1 / rc**2 - 2 * m * p2 / rc - 2 * p1 * p2
    p4 = (2 * v2 - 4 * m * p1 / rc**3 + 4 * m * p2 / rc**2
          - 2 * m * p3 / rc - 2 * p2**2 - 2 * p1 * p3)
    target = np.array([p0, p1, p2, p3, p4]) * rc ** np.arange(5)

    def column(power):
        return np.array([np.prod([power - i for i in range(k)])
                         for k in range(5)], dtype=float)
    matrix = np.array([column(k) for k in (0, 6, 8, 10, 12)]).T
    nodes, gauss = np.polynomial.legendre.leggauss(60)
    q, gauss = rc * (nodes + 1) / 2, gauss * rc / 2
    true_norm = gauss @ (q * true_orbital(q)[0]) ** 2

    def exponent(c2):
        c4 = -c2**2 / (2 * l + 5)      # zero curvature of potential at r = 0
        rest = np.linalg.solve(matrix, target - c2 * column(2) - c4 * column(4))
        coef = np.zeros(13)
        coef[[0, 6, 8, 10, 12]] = rest
        coef[2], coef[4] = c2, c4
        return Polynomial(coef)

    def norm_error(c2):
        inside = q**m * np.exp(exponent(c2)(q / rc))
        return np.log(gauss @ inside**2 / true_norm)
    scan = np.linspace(-10, 10, 401)
    errors = np.array([norm_error(c) for c in scan])
    roots = [brentq(norm_error, scan[i], scan[i + 1])
             for i in range(400) if errors[i] * errors[i + 1] < 0]
    p = exponent(min(roots, key=abs))

    def evaluate(q):
        q = np.asarray(q, dtype=float)
        s = np.minimum(q / rc, 1)
        inner = q**l * np.exp(p(s))
        inner_slope = inner * (l / q + p.deriv()(s) / rc)
        outer, outer_slope = true_orbital(q)
        return (np.where(q < rc, inner, outer),
                np.where(q < rc, inner_slope, outer_slope))
    s = np.minimum(ri / rc, 1)
    d1, d2 = p.deriv()(s) / rc, p.deriv(2)(s) / rc**2
    inside = energy + m * d1 / ri + (d2 + d1**2) / 2
    return evaluate, np.where(ri < rc, inside, potential), p(0.0)


def fields(shells, q):
    """Density, its radial derivative and tau for a list (f, l, orbital)."""
    n = dn = tau = 0.0
    for f, l, orb in shells:
        R, dR = orb(q)
        n = n + f * R**2 / FOUR_PI
        dn = dn + 2 * f * R * dR / FOUR_PI
        tau = tau + f * (dR**2 + l * (l + 1) * R**2 / q**2) / (2 * FOUR_PI)
    return np.array([n, dn, tau])


def pauli(field):
    return field[2] - field[1] ** 2 / (8 * field[0])


def alpha(field):
    return pauli(field) / (C_UNIF * field[0] ** (5 / 3))


def build(xc, rc):
    states, potential = lda_atom(xc)
    orb = {key: orbital(s[2]) for key, s in states.items()}
    core = [(states[k][0], k[1], orb[k]) for k in ((1, 0), (2, 0), (2, 1))]
    valence = [(states[k][0], k[1], orb[k]) for k in ((3, 0), (3, 1))]
    made = [pseudize(l, states[(3, l)][1], orb[(3, l)], potential, rc)
            for l in (0, 1)]
    pseudo = [(2, l, made[l][0]) for l in (0, 1)]
    return states, potential, orb, core, valence, pseudo, made


# ---- solver check on hydrogen-like ion, then the silicon atom ----
for k, (e, u) in enumerate(solve_radial(-Z / ri, 0, 3)):
    assert abs(e + Z**2 / (2 * (k + 1) ** 2)) < 1e-5
states, potential, orb, core, valence, pseudo, made = build('lda,vwn', R_MATCH)
full = core + valence

# integrated tau equals sum of (eigenvalue - potential energy)
kinetic = weight[1:] @ (FOUR_PI * r[1:] ** 2 * fields(full, r[1:])[2])
from_energy = sum(f * (e - weight[1:-1] @ (u[1:-1] ** 2 * potential))
                  for f, e, u in states.values())
assert abs(kinetic / from_energy - 1) < 1e-6

# pseudopotentials return the valence eigenvalues as their lowest states;
# tolerance: the potential is only twice differentiable at the matching radius
pseudo_energy = [solve_radial(made[l][1], l, 1)[0][0] for l in (0, 1)]
for l in (0, 1):
    assert abs(pseudo_energy[l] - states[(3, l)][1]) < 1e-4


def alpha_cartesian(shells, point, h=1e-4):
    """alpha from finite-difference gradients of the three-dimensional orbitals."""
    n, grad, tau = 0.0, np.zeros(3), 0.0
    for f, l, radial in shells:
        for m in range(2 * l + 1):
            def psi(v):
                d = np.linalg.norm(v)
                angular = 1.0 if l == 0 else np.sqrt(3) * v[m] / d
                return radial(d)[0] * angular / np.sqrt(FOUR_PI)
            value = psi(point)
            g = np.array([(psi(point + h * a) - psi(point - h * a)) / (2 * h)
                          for a in np.eye(3)])
            share = f / (2 * l + 1)
            n += share * value**2
            grad += 2 * share * value * g
            tau += 0.5 * share * g @ g
    return (tau - grad @ grad / (8 * n)) / (C_UNIF * n ** (5 / 3))


for point in (np.array([0.1, 0.2, 0.15]), np.array([0.5, -0.7, 0.9])):
    distance = np.linalg.norm(point)
    for shells in (full, pseudo):
        direct = alpha_cartesian(shells, point)
        assert abs(direct / alpha(fields(shells, distance)) - 1) < 1e-4

# ---- curves on a fine mesh ----
mesh = np.linspace(0.01, 8, 1600)
F_all, F_core, F_val, F_ps = (fields(s, mesh)
                              for s in (full, core, valence, pseudo))
a_all, a_ps = alpha(F_all), alpha(F_ps)


def split_terms(fc, fv):
    """Valence, core and cross contributions to the total alpha."""
    n = fc[0] + fv[0]
    share = fv[0] / n
    cross = fc[0] * fv[0] * (fc[1] / fc[0] - fv[1] / fv[0]) ** 2 / (8 * n)
    return (share ** (5 / 3) * alpha(fv), (1 - share) ** (5 / 3) * alpha(fc),
            cross / (C_UNIF * n ** (5 / 3)))


# core density underflows far out, so the identity is tested inside 4 bohr
near = mesh < 4
assert np.allclose(sum(split_terms(F_core[:, near], F_val[:, near])),
                   a_all[near], rtol=1e-6)

# ---- limits at the nucleus and in the tail ----
n_zero = sum(states[(k, 0)][0] * (D1 @ states[(k, 0)][2])[0] ** 2
             for k in (1, 2, 3)) / FOUR_PI
p_slopes = sum(states[(k, 1)][0] * ((D2 @ states[(k, 1)][2])[0] / 2) ** 2
               for k in (2, 3))
zero_all = 3 * p_slopes / (8 * np.pi) / (C_UNIF * n_zero ** (5 / 3))
tiny = np.linspace(0.001, 0.006, 6)
limit = np.exp(np.polyfit(tiny, np.log(alpha(fields(full, tiny))), 2)[-1])
assert abs(limit / zero_all - 1) < 0.02      # extrapolation error


def pseudo_zero(parts):
    density = 2 * np.exp(2 * parts[0][2]) / FOUR_PI
    return (3 * 2 * np.exp(2 * parts[1][2]) / (8 * np.pi)
            / (C_UNIF * density ** (5 / 3)))


zero_ps = pseudo_zero(made)
assert abs(alpha(fields(pseudo, 1e-3)) / zero_ps - 1) < 1e-3
assert zero_ps > 10 * zero_all
tail = fields(full, 12.0)
tail_law = tail[0] ** (-2 / 3) / (C_UNIF * 12.0**2)
assert abs(alpha(tail) / tail_law - 1) < 0.03   # small 3s share remains


# ---- SCAN exchange enhancement, written out, against libxc ----
def switch(a):
    low, high = np.minimum(a, 1 - 1e-9), np.maximum(a, 1 + 1e-9)
    return np.where(a < 1, np.exp(-0.667 * low / (1 - low)),
                    -1.24 * np.exp(0.8 / (1 - high)))


def scan_enhancement(field):
    n, dn, tau = field
    a = alpha(field)
    s = abs(dn) / (2 * (3 * np.pi**2) ** (1 / 3) * n ** (4 / 3))
    k1, mu = 0.065, 10 / 81
    b2 = np.sqrt(5913 / 405000)
    b1 = 511 / 13500 / (2 * b2)
    b4 = mu**2 / k1 - 1606 / 18225 - b1**2
    y = (mu * s**2 + b4 * s**4 * np.exp(-b4 * s**2 / mu)
         + (b1 * s**2 + b2 * (1 - a) * np.exp(-0.5 * (1 - a) ** 2)) ** 2)
    h1 = 1 + k1 - k1 / (1 + y / k1)
    return (h1 + switch(a) * (1.174 - h1)) * (1 - np.exp(-4.9479 / np.sqrt(s)))


for field in (F_all, F_ps):
    rho = np.zeros((6, mesh.size))
    rho[0], rho[1], rho[5] = field
    ratio = libxc.eval_xc('scan,', rho)[0] / libxc.eval_xc('lda,', field[0])[0]
    assert np.allclose(ratio, scan_enhancement(field), rtol=1e-5)

# ---- keeping core density without core tau, and keeping both ----
F_mixed = F_ps + F_core * np.array([1, 1, 0])[:, None]
F_restored = F_ps + F_core
a_mixed, a_restored = alpha(F_mixed), alpha(F_restored)
assert a_mixed.min() < 0 < a_restored.min()
assert abs(a_restored - a_all).max() < 0.5 * abs(a_ps - a_all).max()
model_n = np.exp(-4 * mesh**2)
model_dn = -8 * mesh * model_n
model_bare = F_ps + np.array([model_n, model_dn, 0 * mesh])
model_safe = F_ps + np.array([model_n, model_dn, model_dn**2 / (8 * model_n)])
assert alpha(model_bare).min() < 0 < alpha(model_safe).min()

# ---- printed results ----
print(f"Si, Z = {Z}; matching radius {R_MATCH} bohr = "
      f"{R_MATCH * constants.value('Bohr radius') * 1e10:.3f} angstrom")
for l, name in ((0, '3s'), (1, '3p')):
    print(f"{name} energy: all-electron {states[(3, l)][1]:.5f}, "
          f"pseudo {pseudo_energy[l]:.5f} hartree")
print(f"alpha at r=0: all-electron {zero_all:.5f}, pseudo {zero_ps:.3f}")
print("A all-electron, P pseudo, * both; V true valence only")
print("r/bohr  alpha_A  alpha_P  alpha_V |log axis 0.001 to 100|")
for q in (0.02, 0.05, 0.1, 0.2, 0.3, 0.4, 0.5, 0.6, 0.8, 1.0, 1.2,
          1.4, 1.6, 1.9, 2.2, 2.6, 3.0, 4.0, 5.0, 6.0, 8.0):
    va, vp, vv = (float(alpha(fields(s, q))) for s in (full, pseudo, valence))
    line = [' '] * 41
    ia, ip = (int(np.clip(round(8 * (np.log10(v) + 3)), 0, 40))
              for v in (va, vp))
    line[ia] = 'A'
    line[ip] = '*' if ia == ip else 'P'
    print(f"{q:5.2f} {va:9.4f} {vp:8.4f} {vv:9.3f} |{''.join(line)}|")
print("r/bohr; Pauli KED A, P; uniform KED A, P (hartree/bohr^3)")
for q in (0.1, 0.5, 1.0, 1.9):
    fa, fp = fields(full, q), fields(pseudo, q)
    print(f"{q:4.1f} {pauli(fa):.4e} {pauli(fp):.4e} "
          f"{C_UNIF * fa[0]**(5/3):.4e} {C_UNIF * fp[0]**(5/3):.4e}")
print("r/bohr; n_v/n; parts of alpha_A: valence, core, cross")
for q in (0.5, 1.0, 1.9, 2.6):
    fc, fv = fields(core, q), fields(valence, q)
    t = split_terms(fc, fv)
    print(f"{q:4.1f} {fv[0] / (fc[0] + fv[0]):.4f} "
          f"{t[0]:.4f} {t[1]:.4f} {t[2]:.4f}")
print("r/bohr; alpha: core n without core tau; core n and tau kept")
for q in (0.1, 0.5, 1.0, 1.9):
    fc, fp = fields(core, q), fields(pseudo, q)
    print(f"{q:4.1f} {alpha(fp + fc * np.array([1, 1, 0])):9.4f} "
          f"{alpha(fp + fc):9.4f}")
k = np.argmin(a_mixed)
print(f"lowest alpha without core tau: {a_mixed[k]:.3f} at {mesh[k]:.3f} bohr")
k = np.argmax(abs(a_restored / a_all - 1))
print(f"largest error, both kept: {100 * (a_restored[k] / a_all[k] - 1):.1f} % "
      f"at {mesh[k]:.2f} bohr")
print(f"partial core exp(-4r^2): lowest alpha {alpha(model_bare).min():.3f} "
      f"(tau_c=0), {alpha(model_safe).min():.3f} (tau_c=tau_W)")
last = np.where(abs(a_ps / a_all - 1) > 0.01)[0][-1] + 1
assert last < mesh.size
shell_charge = FOUR_PI * mesh**2 * F_ps[0]
print(f"A and P agree within 1 % beyond {mesh[last]:.2f} bohr; pseudo charge "
      f"inside {trapezoid(shell_charge[:last + 1], mesh[:last + 1]):.3f} e")
opposite = (a_all - 1) * (a_ps - 1) < 0
print(f"pseudo charge with alpha on other side of 1: "
      f"{trapezoid(shell_charge * opposite, mesh):.3f} e")
fa, fp = fields(full, 0.5), fields(pseudo, 0.5)
print(f"r=0.5: switch A {float(switch(alpha(fa))):.3f}, "
      f"P {float(switch(alpha(fp))):.3f}; SCAN F_x A "
      f"{float(scan_enhancement(fa)):.4f}, P {float(scan_enhancement(fp)):.4f}")
for rc in (1.7, 2.1):
    other = [pseudize(l, states[(3, l)][1], orb[(3, l)], potential, rc)
             for l in (0, 1)]
    print(f"matching at {rc} bohr: pseudo alpha(0) = {pseudo_zero(other):.3f}")
exchange_only = build('lda,', R_MATCH)
shift_all = abs(alpha(fields(exchange_only[3] + exchange_only[4], mesh))
                / a_all - 1)[mesh < 3].max()
shift_ps = abs(alpha(fields(exchange_only[5], mesh)) / a_ps - 1)[mesh < 3].max()
print(f"orbitals without LDA correlation, r<3 bohr: alpha shifts up to "
      f"A {100 * shift_all:.1f} %, P {100 * shift_ps:.1f} %")
# triplet, frozen orbitals: exchange sees each spin density doubled
for name, p_count in (('majority', 4), ('minority', 0)):
    spin_all = core + [valence[0], (p_count, 1, valence[1][2])]
    spin_ps = [pseudo[0], (p_count, 1, pseudo[1][2])]
    if p_count == 0:
        assert abs(alpha(fields(spin_ps, mesh[near]))).max() < 1e-8
    print(f"triplet {name} spin, r=1: alpha A {alpha(fields(spin_all, 1.0)):.3f}, "
          f"P {abs(alpha(fields(spin_ps, 1.0))):.3f}")
print("tests ok")
```

It prints:

```
Si, Z = 14; matching radius 1.9 bohr = 1.005 angstrom
3s energy: all-electron -0.39814, pseudo -0.39814 hartree
3p energy: all-electron -0.15329, pseudo -0.15329 hartree
alpha at r=0: all-electron 0.00742, pseudo 19.886
A all-electron, P pseudo, * both; V true valence only
r/bohr  alpha_A  alpha_P  alpha_V |log axis 0.001 to 100|
 0.02    0.0158  19.8284     1.745 |          A                       P      |
 0.05    0.0502  19.5290     6.761 |              A                   P      |
 0.10    0.3218  18.5120    92.335 |                    A             P      |
 0.20    1.9409  15.1329    33.900 |                          A      P       |
 0.30    0.8467  11.2260     4.726 |                       A        P        |
 0.40    0.4682   7.8514     2.513 |                     A         P         |
 0.50    0.3940   5.3510     2.450 |                     A        P          |
 0.60    0.4190   3.6414     4.079 |                     A      P            |
 0.80    0.7969   1.7797     8.101 |                       A  P              |
 1.00    2.2080   0.9729     1.126 |                        P  A             |
 1.20    3.4322   0.6038     0.599 |                      P     A            |
 1.40    2.2190   0.4397     0.442 |                     P     A             |
 1.60    1.0826   0.3811     0.384 |                     P  A                |
 1.90    0.5284   0.3681     0.368 |                     PA                  |
 2.20    0.4384   0.3961     0.396 |                     *                   |
 2.60    0.4898   0.4812     0.481 |                     PA                  |
 3.00    0.6198   0.6177     0.618 |                      *                  |
 4.00    1.2332   1.2332     1.233 |                         *               |
 5.00    2.4189   2.4189     2.419 |                           *             |
 6.00    4.5806   4.5806     4.581 |                             *           |
 8.00   16.0037  16.0037    16.004 |                                  *      |
r/bohr; Pauli KED A, P; uniform KED A, P (hartree/bohr^3)
 0.1 2.5818e+03 3.2816e-02 8.0243e+03 1.7727e-03
 0.5 1.2297e+01 2.3375e-02 3.1211e+01 4.3684e-03
 1.0 5.1652e-01 1.5072e-02 2.3393e-01 1.5491e-02
 1.9 7.2696e-03 4.9224e-03 1.3759e-02 1.3372e-02
r/bohr; n_v/n; parts of alpha_A: valence, core, cross
 0.5 0.0177 0.0029 0.3829 0.0081
 1.0 0.1360 0.0405 0.6140 1.5535
 1.9 0.9831 0.3578 0.0126 0.1580
 2.6 0.9994 0.4807 0.0005 0.0087
r/bohr; alpha: core n without core tau; core n and tau kept
 0.1   -1.1391    0.3157
 0.5   -0.5090    0.3964
 1.0   -2.7288    1.5758
 1.9    0.2810    0.5284
lowest alpha without core tau: -2.729 at 0.994 bohr
largest error, both kept: -29.2 % at 0.95 bohr
partial core exp(-4r^2): lowest alpha -2.757 (tau_c=0), 0.011 (tau_c=tau_W)
A and P agree within 1 % beyond 2.74 bohr; pseudo charge inside 2.667 e
pseudo charge with alpha on other side of 1: 0.786 e
r=0.5: switch A 0.648, P -1.032; SCAN F_x A 1.1223, P 0.9133
matching at 1.7 bohr: pseudo alpha(0) = 36.934
matching at 2.1 bohr: pseudo alpha(0) = 11.324
orbitals without LDA correlation, r<3 bohr: alpha shifts up to A 2.8 %, P 2.4 %
triplet majority spin, r=1: alpha A 2.483, P 1.186
triplet minority spin, r=1: alpha A 1.846, P 0.000
tests ok
```
